# Davis's Stress Law for Energetic Film Deposition, Derived Twice

In a film grown from energetic particles, a higher particle energy can raise the compression or relieve it, because the curve of compression against energy has a maximum. A fit to the rising part of the curve, extrapolated upward, gives the wrong sign of the trend once the maximum has been passed. The stress depends on the particle energy $E$ and on the ratio $R/j$, where $R$ is the net flux of atoms incorporated in the film and $j$ is the flux of energetic particles. Davis's law combines the two:

$$
\sigma=-\frac{Y}{1-\nu}\,\frac{\eta}{3}\,
\frac{a\sqrt E}{R/j+\kappa E^{5/3}} .
\tag{1}
$$

Tension is positive, $Y$ is Young's modulus, $\nu$ is Poisson's ratio, and $\eta$ is the relaxation volume of one defect in atomic volumes. The numerator counts defects made per ion, and $\kappa E^{5/3}$ counts activated jumps in the thermal spike of one ion. Energies are in eV, lengths in nm, times in ps and stresses in GPa, the natural units here.

Two derivations follow. The first balances rates in a surface layer and integrates the spike over space and time. The second follows the fate of one defect and sorts the spike by temperature. They share three ingredients.

## Shared ingredients

**Defect production.** Suppose that an ion deposits energy in a surface layer of fixed thickness $\lambda$, thin enough for the ion energy to change little across it, and that each surviving defect costs a fixed energy $W$. With atom density $N$ and nuclear stopping cross section $S_n$, the number of defects per ion is

$$
n_i=\lambda N S_n(E)/W .
\tag{2}
$$

For equal masses the centre-of-mass energy is $E/2$, and a collision with deflection angle $\chi$ transfers $E\sin^2(\chi/2)$. Hence

$$
S_n=2\pi E\int_0^\infty \sin^2(\chi/2)\,b\,db .
$$

Take a repulsion $V=A/r^s$ with $s>1$. With $r=bx$, the classical deflection is

$$
\chi=\pi-2\int_{x_0}^{\infty}\frac{dx}{x^2\sqrt{1-qx^{-s}-x^{-2}}},
\qquad q=\frac{2A}{E\,b^s},
$$

where $x_0$ is the turning point. The angle depends on $b$ and $E$ through $q$ alone. Setting $b=(2A/E)^{1/s}\beta$ makes $q=\beta^{-s}$, so that

$$
S_n=2\pi E\left(\frac{2A}{E}\right)^{2/s}
\int_0^\infty\sin^2(\chi/2)\,\beta\,d\beta
\;\propto\;E^{1-2/s}.
\tag{3}
$$

At large $\beta$ the angle falls as $\beta^{-s}$, so the integral converges. For $s=4$ the production is $n_i=a\sqrt E$.

The square root therefore belongs to an $r^{-4}$ repulsion. A screened Coulomb potential has no single exponent. For silicon on silicon, the universal Ziegler–Biersack–Littmark potential gives local exponents 0.56, 0.49 and 0.42 at 30, 100 and 300 eV. The exponent equals 1/2 at 91 eV for silicon but at 14 eV for carbon, where an ion may be too slow to leave lasting defects below the surface. These values belong to this potential. The Kr–C and Molière screening functions put the crossing at 93 and 126 eV for silicon and at 13 and 17 eV for carbon, and raise the silicon stopping at 100 eV by 12% and 32%. Restricting impact parameters to 0.15 nm, about half the atomic spacing, moves the silicon crossing to about 140 eV.

**Spike temperature.** Let all of $E$ become heat at one point of an infinite, initially cold medium with heat capacity $3k_B$ per atom and thermal diffusivity $D$. The spherical solution of the heat equation with total heat $E$ is

$$
k_BT(r,t)=\frac{E}{3N}(4\pi Dt)^{-3/2}
\exp\!\left(-\frac{r^2}{4Dt}\right).
\tag{4}
$$

Its spatial integral times $3N$ is $E$, because the Gaussian integrates to one. An atom jumps at the rate $\nu_0e^{-U/k_BT}$, where $\nu_0$ is the attempt frequency and $U$ the barrier. One jump of a defect atom is taken to remove the defect.

**Stress.** Let $c$ be the number of defects per atom, with $c\ll1$. The free relative volume change is $\eta c$, so the free linear strain is $\eta c/3$ to first order. The substrate prevents lateral expansion, while the free surface makes the normal stress zero. For equal in-plane stresses $\sigma$, the elastic in-plane strain is $(\sigma-\nu\sigma)/Y$. The total in-plane strain must vanish:

$$
0=\frac{\eta c}{3}+\frac{1-\nu}{Y}\sigma
\quad\Longrightarrow\quad
\sigma=-\frac{Y}{1-\nu}\frac{\eta c}{3}.
\tag{5}
$$

Positive $\eta$ gives compression. What remains is to find $c$.

## First derivation: a balance of rates

**Jumps in one spike.** The number of jumps is

$$
n_r=N\nu_0\int_0^\infty dt\int_0^\infty 4\pi r^2dr\;e^{-U/k_BT}.
$$

Define a spike length by $\ell^3=E/(3NU)$, and substitute $t=\ell^2\tau/(4\pi D)$ and $r=\ell\sqrt\tau\,x$. Then $r^2/(4Dt)=\pi x^2$, and (4) gives

$$
\frac{U}{k_BT}=\tau^{3/2}e^{\pi x^2}.
$$

At fixed time the volume element is $\ell^3\tau^{3/2}4\pi x^2dx$, and $dt=\ell^2d\tau/(4\pi D)$. Therefore

$$
n_r=\frac{N\nu_0\ell^5}{4\pi D}\int_0^\infty4\pi x^2dx
\int_0^\infty\tau^{3/2}
\exp\!\left(-\tau^{3/2}e^{\pi x^2}\right)d\tau .
$$

In the inner integral put $w=\tau^{3/2}$, so that $d\tau=\tfrac23w^{-1/3}dw$. It becomes

$$
\frac23\int_0^\infty w^{2/3}e^{-we^{\pi x^2}}dw
=\frac23\Gamma\!\left(\tfrac53\right)e^{-5\pi x^2/3}.
$$

The remaining Gaussian integral is $\int_0^\infty4\pi x^2e^{-5\pi x^2/3}dx=(3/5)^{3/2}$. Since $\ell^5\propto E^{5/3}$,

$$
n_r=\kappa E^{5/3},\qquad
\kappa=\frac{N\nu_0}{4\pi D}(3NU)^{-5/3}\,
\frac23\Gamma\!\left(\tfrac53\right)\left(\tfrac35\right)^{3/2}.
\tag{6}
$$

The power 5/3 is the sum of one power from the heated volume, $\ell^3$, and two thirds from the cooling time, $\ell^2/D$.

**Balance in the layer.** Let an active layer of thickness $h$ move with the surface. It contains the spikes, and mixing keeps $c$ uniform in it. Per unit area, ions create $jn_i$ defects per unit time. Each spike makes $n_r$ jumps, a fraction $c$ of which belong to defects, so removal costs $jn_rc$. Growth passes $R$ atoms per unit area and time out through the bottom of the layer, carrying $Rc$ defects; the atoms entering at the top carry none. Thus

$$
hN\frac{dc}{dt}=jn_i-jn_rc-Rc .
\tag{7}
$$

In the steady state the left side is zero, and division by $j$ gives

$$
c=\frac{n_i}{R/j+n_r}
=\frac{a\sqrt E}{R/j+\kappa E^{5/3}} .
\tag{8}
$$

Equation (5) turns this into (1). The thickness $h$ cancels from the steady state but sets the approach to it, whose time constant is $hN/(R+jn_r)$.

## Second derivation: the fate of one defect

**Sorting the spike by temperature.** Let $\Omega(\Theta)$ be the space-time volume in which $k_BT>\Theta$. With $\tau'=4\pi Dt$, which has the dimension of an area, (4) says that at time $t$ the hot region is a sphere of radius $r_\Theta$, where

$$
r_\Theta^2=\frac{\tau'}{\pi}
\ln\!\left(\frac{E}{3N\Theta\,\tau'^{3/2}}\right).
$$

It disappears at $\tau'_m=(E/3N\Theta)^{2/3}$. Write $\tau'=\tau'_me^{-z}$; the logarithm is then $3z/2$. Integrating the sphere's volume over time gives

$$
\Omega=\frac{1}{4\pi D}\,\frac{4\pi}{3}\,\pi^{-3/2}\tau_m'^{5/2}
\int_0^\infty e^{-5z/2}\left(\tfrac{3z}{2}\right)^{3/2}dz .
$$

The integral is $(3/2)^{3/2}(2/5)^{5/2}\Gamma(5/2)$, with $\Gamma(5/2)=3\sqrt\pi/4$. The factors of $\pi$ cancel, leaving

$$
\Omega(\Theta)=\frac{1}{4\pi D}\,\frac25\left(\tfrac35\right)^{3/2}
\left(\frac{E}{3N\Theta}\right)^{5/3}.
\tag{9}
$$

The energy exponent is already visible, before any rate law has been used. The volume with thermal energy between $\Theta$ and $\Theta+d\Theta$ is $-\Omega'(\Theta)\,d\Theta$. Integration by parts, with boundary terms that vanish at both ends, gives

$$
n_r=N\nu_0\int_0^\infty\Omega(\Theta)\,
\frac{U}{\Theta^2}e^{-U/\Theta}\,d\Theta .
$$

With $v=U/\Theta$, the integral of $\Theta^{-5/3}(U/\Theta^2)e^{-U/\Theta}$ is $U^{-5/3}\int_0^\infty v^{5/3}e^{-v}dv=U^{-5/3}\Gamma(8/3)$. Since $\Gamma(8/3)=\tfrac53\Gamma(5/3)$, the prefactor is $\tfrac25\cdot\tfrac53=\tfrac23$, and (6) is recovered.

**Survival until burial.** Ions make $jn_i/R$ defects for each atom added to the film. If a fraction $P$ survives until burial, then $c=(jn_i/R)P$. While in the layer, a defect is removed at the rate $jn_r/(hN)$. If $p(t)$ is the distribution of times from creation to burial in the absence of removal,

$$
P=\int_0^\infty p(t)\,e^{-jn_rt/(hN)}dt .
\tag{10}
$$

In a well-mixed layer, burial is equally likely at every moment, with rate $R/(hN)$, so $p(t)$ is exponential. Two competing constant rates give

$$
P=\frac{R}{R+jn_r}=\frac{1}{1+X},\qquad X=\frac{jn_r}{R},
\tag{11}
$$

and $c=(jn_i/R)P$ is (8) again.

## What each derivation assumes

Both derivations need dilute defects, the production law and the ideal spike. They differ in what they reveal when an assumption fails.

**Repeated jumps at one site.** The first route keeps track of position. Let $m(r)$ be the number of jumps at one site during a spike. It is largest at the centre, which is the hottest point at every instant. Putting $r=0$ in the time integral gives

$$
m(0)=\frac{\nu_0\ell^2}{4\pi D}\int_0^\infty e^{-\tau^{3/2}}d\tau
=\frac{\nu_0\ell^2}{4\pi D}\Gamma\!\left(\tfrac53\right).
$$

A defect can be removed once. For independent jumps the effective count is therefore $N\int(1-e^{-m})dV$, not $N\int m\,dV$. Because $m-m^2/2\le1-e^{-m}\le m$, (6) overcounts by at most the fraction $m(0)/2$ of $n_r$. The second route has discarded the identity of the sites and cannot supply this correction.

**Mixing.** The second route shows what the balance hides, because (10) accepts any burial-time distribution. Without mixing, defects born uniformly over the depth $h$ have burial times uniform between zero and $hN/R$, and

$$
P_{\rm uniform}=\frac{1-e^{-X}}{X}.
$$

This agrees with (11) to leading order at small and at large $X$, but between these limits it exceeds (11) by up to 30%, at $X\approx1.8$. A depth-resolved transport equation for this uniform production, solved at $X=2$, gives survival fractions 0.432, 0.411, 0.360 and 0.333 for mixing coefficients 0, 0.1, 1 and $10^4$ times growth speed times depth. The last value is the Davis result $1/3$.

If instead all defects are born at the top and are not mixed, each spends the full time $hN/R$ in the layer, and $P_{\rm top}=e^{-X}$. At large $X$ this is far below (11), and the high-energy power law is lost. Mixing is thus a physical condition for (1). The balance (7) also describes the transient, which the steady count in the second route does not.

## The maximum and the two limits

Hold $R/j$ fixed and vary $E$. From (8), with $X=\kappa E^{5/3}j/R$,

$$
\frac{d\ln c}{d\ln E}=\frac12-\frac53\,\frac{X}{1+X}.
\tag{12}
$$

The slope falls steadily from $1/2$ to $-7/6$, so there is one maximum. Setting it to zero gives $3(1+X)=10X$, hence $X=3/7$ and

$$
E_*=\left(\frac{3R}{7j\kappa}\right)^{3/5},\qquad
c_*=\frac{7}{10}\,\frac jR\,a\sqrt{E_*}.
\tag{13}
$$

At low energy nearly every defect is buried, and $c\simeq(j/R)a\sqrt E$. At high energy removal controls the result, and $c\simeq(a/\kappa)E^{-7/6}$, independent of $R/j$: more ions make more defects but also more spikes. Since $E_*\propto(R/j)^{3/5}$, the peak stress scales as $(R/j)^{3/10-1}=(R/j)^{-7/10}$.

## A worked example

Take silicon self-ions, whose nuclear charge enters the scattering, with round model parameters: $N=50\ \mathrm{nm^{-3}}$, $\lambda=0.2$ nm, $W=400$ eV, $U=3$ eV, $\nu_0=10\ \mathrm{ps^{-1}}$, $D=2\ \mathrm{nm^2/ps}$, $Y=100$ GPa, $\nu=0.25$ and $\eta=1$. The coefficient $a$ is matched to the screened-Coulomb stopping at 100 eV, $1.919\ \mathrm{eV\,nm^2}$:

$$
n_i=\frac{0.2\times50\times1.919}{400}=0.0480,
\qquad a=\frac{0.0480}{\sqrt{100}}=0.0048\ \mathrm{eV^{-1/2}} .
$$

Equation (6) gives $\kappa=2.106\times10^{-4}\ \mathrm{eV^{-5/3}}$, so $n_r=0.454$ at 100 eV. For $R/j=1$, a film built entirely from the energetic particles without net loss,

$$
c=\frac{0.0480}{1+0.454}=0.0330,\qquad
\sigma=-\frac{100}{0.75}\,\frac{0.0330}{3}=-1.47\ \mathrm{GPa}.
$$

At 30 and 300 eV the stress is $-1.10$ and $-0.96$ GPa. The maximum compression lies at 97 eV. For $R/j=10$, with everything else fixed, it moves to 385 eV and falls to 0.29 GPa.

Replacing the square root by the full stopping, and the jump count by the saturated removal, changes the stresses at 30 and 100 eV to $-1.07$ and $-1.48$ GPa, leaves the stress at 300 eV the same to within 0.2%, and moves the optimum to 99 eV. For $R/j=10$ the square root is further from its matching point, and the same replacement moves the optimum from 385 to about 347 eV and the peak from 0.29 to 0.28 GPa. The close agreement at 300 eV is a cancellation. Production falls from 0.0831 to 0.0793, by 5%; removal falls by 6%, which lowers the denominator from 3.83 to 3.65, also by 5%.

This comparison does not test the thin-layer assumption. At the incident stopping rate, an ion loses 34%, 19% and 11% of its energy in the layer at 30, 100 and 300 eV. For a loss fraction $f$, the mean energy in the layer is lower by about $f/2$ and square-root stopping by about $f/4$, so production at 30 eV lies about 8% below (2) for the square root, and 9% below it for the screened stopping. Equation (2) also has no displacement threshold. Collisions that transfer more than 13 eV carry 57% of the stopping at 30 eV and 85% at 100 eV; for 20 eV the shares are 34% and 78%. If only such collisions leave defects, production falls faster than $\sqrt E$ at low energy, and the compression at 30 eV is overstated.

## Beside a real film

Compressive stresses of the order of 1 GPa are realistic for films grown under energetic bombardment, but $W$ and $U$ here are model choices, so the agreement in size is no prediction. A defect fraction of 3% is high for a dilute theory. The diffusivity is of the same order as that of amorphous silicon; that of crystalline silicon at room temperature is tens of times larger. A tenfold increase in $D$ alone lowers $\kappa$ tenfold, raises $E_*$ by $10^{3/5}\approx4$ and doubles the peak stress in (1); with the full stopping and saturated removal the factors are 3.3 and 1.9.

The spike model is itself stretched at these energies. At 100 eV the centre stays hotter than $U/k_B$ for only $\ell^2/(4\pi D)\approx0.015$ ps, much less than the attempt period $1/\nu_0=0.1$ ps, and the volume $\ell^3$ holds about 11 atoms. Half of the counted jumps occur above about 26,000 K and practically none below the melting point of silicon, while about 70 atoms would exceed that point if latent heat is ignored. A thermally activated rate and a diffusing temperature are both extrapolations there. The point source is stretched as well. With the stopping used above, a 100 eV ion needs a path of about 1.5 nm, more than twice $\ell$, to lose 90% of its energy, and about 0.03 ps to lose half of it. If the energy is shared among $k$ separate spikes, $n_r$ is multiplied by $k\,k^{-5/3}=k^{-2/3}$; if each small spike has a fixed energy, $n_r$ grows as $E$ instead of $E^{5/3}$, and the maximum moves to higher energy. For a real film, $\kappa$ is therefore best treated as a fitted coefficient, and the power 5/3 as an assumption to be checked against stresses measured on both sides of the maximum.

A real spike also lies near a surface. At 100 eV, $\ell=(100/450)^{1/3}\approx0.6$ nm, larger than the production depth, so a mixed layer that contains the whole spike must be deeper than $\lambda$. If the spike is centred on a thermally insulating surface, reflection of the heat doubles the temperature rise in half the volume. Then $n_r$ is multiplied by $\tfrac12\,2^{5/3}=2^{2/3}\approx1.6$, and $E_*$ by $2^{-2/5}\approx0.76$, which moves the optimum from 97 to about 73 eV. Within the model, raising the energy relieves compression when the starting energy is already at or above $E_*$, the layer is mixed and $R/j$ stays fixed. For a real film, the maximum has to be located by stress measurements at the flux ratio and substrate temperature to be used. Sputtering changes $R$ as the energy rises, so $R/j$ has to be checked as well. The numerical output below gives the remaining values.

## Numbers as computed

```
Atom density 50 nm^-3; production depth 0.2 nm
Energy per surviving defect 400 eV; barrier 3.0 eV
Attempt frequency 10 ps^-1; diffusivity 2.0 nm^2/ps
Y 100 GPa; nu 0.25; eta 1.0 (atomic volumes)
Stopping exponent for r^-3 repulsion: 0.3333
Stopping exponent for r^-4 repulsion: 0.5000
Stopping exponent for r^-6 repulsion: 0.6667
Si local stopping exponent at 10 eV: 0.598
Si local stopping exponent at 30 eV: 0.557
Si local stopping exponent at 100 eV: 0.494
Si local stopping exponent at 300 eV: 0.419
Si local stopping exponent at 1000 eV: 0.321
Energy where exponent is 1/2, Z=6: 13.8 eV
Energy where exponent is 1/2, Z=14: 91.0 eV
Si stopping at 100 eV: 1.919 eV nm^2
Production coefficient a: 0.00480 eV^-1/2
Spike shape number: 0.27971
Spike coefficient kappa: 2.1058e-04 eV^-5/3
E=30 eV: fraction of energy lost in layer 0.339
  defects per ion: sqrt law 0.0263, full stopping 0.0254
  Davis, R/j=1: c 0.0248, stress -1.101 GPa
  full stopping and saturated removal, R/j=1: stress -1.066 GPa
E=100 eV: fraction of energy lost in layer 0.192
  defects per ion: sqrt law 0.0480, full stopping 0.0480
  Davis, R/j=1: c 0.0330, stress -1.467 GPa
  full stopping and saturated removal, R/j=1: stress -1.481 GPa
E=300 eV: fraction of energy lost in layer 0.106
  defects per ion: sqrt law 0.0831, full stopping 0.0793
  Davis, R/j=1: c 0.0217, stress -0.964 GPa
  full stopping and saturated removal, R/j=1: stress -0.965 GPa
Spike 30 eV: jumps 0.0610, removed/jumps 0.9860, centre jumps per site 0.0591
Spike 100 eV: jumps 0.4537, removed/jumps 0.9691, centre jumps per site 0.1318
Spike 300 eV: jumps 2.8310, removed/jumps 0.9377, centre jumps per site 0.2741
Spike 1000 eV: jumps 21.0577, removed/jumps 0.8700, centre jumps per site 0.6117
R/j=1: optimum 96.6 eV, c 0.03301, peak stress -1.467 GPa
R/j=10: optimum 384.7 eV, c 0.00659, peak stress -0.293 GPa
Power of R/j in peak stress: -0.7000
Low- and high-energy exponents: 0.5000, -1.1667
Full model, R/j=1: optimum 98.7 eV, peak stress -1.481 GPa
Largest unmixed/mixed ratio 1.2984 at j n_r/R = 1.793
Buried fraction, j n_r/R=2, mixing 0 (growth speed x depth): 0.4322
Buried fraction, j n_r/R=2, mixing 0.1 (growth speed x depth): 0.4112
Buried fraction, j n_r/R=2, mixing 1 (growth speed x depth): 0.3603
Buried fraction, j n_r/R=2, mixing 10000 (growth speed x depth): 0.3333
```
